# Two Principal Film Resistivities from Two Corner Resistances by Montgomery Scaling: verification in Python

```python
"""
Result under test: two corner-contact resistances of a thin rectangular film
determine both principal in-plane resistivities.
  R1: current A->B along x, voltage D-C on the opposite edge
  R2: current A->D along y, voltage B-C on the opposite edge
  corners A(0,0), B(Lx,0), C(Lx,Ly), D(0,Ly); thickness d
  Rs = sqrt(rho_x rho_y)/d,  a = (Lx/Ly) sqrt(rho_x/rho_y)
  R1 = -(Rs/pi) ln(1-m), R2 = -(Rs/pi) ln(m), a = K(m)/K(1-m)
K is the complete elliptic integral of parameter m.
The independent side is a finite-element solution of the anisotropic Laplace
equation in physical coordinates, and a cosine-mode series.
All internal quantities are in SI units.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.optimize import brentq
from scipy.special import ellipkm1, expit
from scipy.integrate import quad
from scipy.constants import e as q_e, epsilon_0


def line_matrices(cells, step):
    """Stiffness, mass and mixed (phi_i' phi_j) matrices of linear elements."""
    diagonal = 2.0 * np.ones(cells + 1)
    diagonal[[0, -1]] = 1.0
    off = np.ones(cells)
    ends = np.zeros(cells + 1)
    ends[0], ends[-1] = -0.5, 0.5
    stiff = sp.diags([-off, diagonal, -off], [-1, 0, 1]) / step
    mass = sp.diags([off, 2 * diagonal, off], [-1, 0, 1]) * (step / 6)
    mixed = sp.diags([0.5 * off, ends, -0.5 * off], [-1, 0, 1])
    return stiff, mass, mixed


def laplace_readings(rho, thickness, lx, ly, step, contact=0.0):
    """R1, R2 and the A-B two-terminal resistance for a 2x2 tensor rho.
    contact is the side of square metal patches at all corners (0: points)."""
    g = thickness * np.linalg.inv(rho)
    nx, ny = int(round(lx / step)), int(round(ly / step))
    kx, mx, cx = line_matrices(nx, lx / nx)
    ky, my, cy = line_matrices(ny, ly / ny)
    matrix = g[0, 0] * sp.kron(kx, my) + g[1, 1] * sp.kron(mx, ky)
    matrix = matrix + g[0, 1] * (sp.kron(cx, cy.T) + sp.kron(cx.T, cy))
    xs, ys = np.meshgrid(np.linspace(0, lx, nx + 1),
                         np.linspace(0, ly, ny + 1), indexing="ij")
    xs, ys = xs.ravel(), ys.ravel()
    label = -np.ones(xs.size, dtype=int)
    reach = contact + 1e-3 * step
    for k, (x0, y0) in enumerate([(0, 0), (lx, 0), (lx, ly), (0, ly)]):
        label[(abs(xs - x0) <= reach) & (abs(ys - y0) <= reach)] = k
    free = label < 0
    label[free] = 4 + np.arange(free.sum())
    tie = sp.csr_matrix((np.ones(xs.size), (np.arange(xs.size), label)))
    reduced = (tie.T @ matrix.tocsr() @ tie).tocsr()[1:, 1:].tocsc()
    load = np.zeros((reduced.shape[0], 2))
    load[0, 0] = -1.0      # unit current leaves at B
    load[2, 1] = -1.0      # unit current leaves at D
    v = splu(reduced, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
             options=dict(SymmetricMode=True)).solve(load)
    return np.array([v[2, 0] - v[1, 0], v[0, 1] - v[1, 1], -v[0, 0]])


def extrapolated(rho, thickness, lx, ly, step):
    coarse = laplace_readings(rho, thickness, lx, ly, step)[:2]
    fine = laplace_readings(rho, thickness, lx, ly, step / 2)[:2]
    return (4 * fine - coarse) / 3, coarse, fine


def series_reading(a):
    """R1/Rs from the cosine modes; R2/Rs is the same function of 1/a."""
    n = np.arange(1, 1002, 2)
    x = n * np.pi / a
    return 8 / np.pi * np.sum(2 * np.exp(-x) / (-np.expm1(-2 * x)) / n)


def recover(r1, r2, thickness, lx, ly):
    """Bracketed root, then rho_x, rho_y, Rs, a, u, bracket, iterations."""
    bound = 1 + abs(np.log(r1 / r2))

    def balance(u):
        return (r2 * np.logaddexp(0, u) - r1 * np.logaddexp(0, -u)) / (r1 + r2)

    assert balance(-bound) < 0 < balance(bound)
    u, info = brentq(balance, -bound, bound, xtol=1e-13, full_output=True)
    rs = np.pi * r1 / np.logaddexp(0, u)
    a = ellipkm1(expit(-u)) / ellipkm1(expit(u))
    s = a * ly / lx
    return rs * thickness * s, rs * thickness / s, rs, a, u, bound, info.iterations


# ---- model input -------------------------------------------------------
lx, ly, d = 5e-3, 4e-3, 200e-9
density = 5e23
mu_x, mu_y = 60e-4, 100e-4
rho_x, rho_y = 1 / (q_e * density * mu_x), 1 / (q_e * density * mu_y)
rho = np.diag([rho_x, rho_y])
rs_true = np.sqrt(rho_x * rho_y) / d
a_true = lx / ly * np.sqrt(rho_x / rho_y)

# ---- mode series against closed form, root and recovery ----------------
for a in (0.25, 0.6, 1.0, 1.7, 4.0):
    s1, s2 = series_reading(a), series_reading(1 / a)
    assert abs(np.exp(-np.pi * s1) + np.exp(-np.pi * s2) - 1) < 1e-11
    out = recover(s1, s2, 1.0, 1.0, 1.0)
    assert abs(out[2] - 1) < 1e-8 and abs(out[3] / a - 1) < 1e-8

# ---- Laplace solver in physical coordinates ----------------------------
step = 0.05e-3
readings, coarse, fine = extrapolated(rho, d, lx, ly, step)
r1, r2 = readings
predicted = rs_true * np.array([series_reading(a_true),
                                series_reading(1 / a_true)])
error_ratio = (coarse - predicted) / (fine - predicted)
assert np.all((error_ratio > 3.5) & (error_ratio < 4.5))
assert np.max(abs(readings / predicted - 1)) < 2e-5
for ratio in (0.2, 1.0, 5.0):
    test_rho = np.diag([ratio, 1.0])
    test_r = extrapolated(test_rho, 1.0, lx, ly, 2 * step)[0]
    got = recover(test_r[0], test_r[1], 1.0, lx, ly)
    assert abs(got[0] / ratio - 1) < 5e-4 and abs(got[1] - 1) < 5e-4

found = recover(r1, r2, d, lx, ly)
fx, fy, rs, a, u, bound, iterations = found
assert abs(fx / rho_x - 1) < 2e-5 and abs(fy / rho_y - 1) < 2e-5

# second road to the aspect: root of the mode-series ratio
log_a = brentq(lambda z: np.log(series_reading(np.exp(z))
               / series_reading(np.exp(-z))) - np.log(r1 / r2), -1.5, 1.5)
assert abs(np.exp(log_a) / a - 1) < 1e-8

# ---- sensitivities: formula against finite differences -----------------
m, p = expit(u), expit(-u)
h = -p * np.log(p) - m * np.log(m)
w1, w2 = -p * np.log(p) / h, -m * np.log(m) / h
gain = np.pi * np.log(m) * np.log(p) / (4 * ellipkm1(p) * ellipkm1(m) * h)
sens = np.array([[w1 + gain, w2 - gain], [w1 - gain, w2 + gain]])
eps = 1e-4
numeric = np.zeros((2, 2))
for j in range(2):
    up, down = readings.copy(), readings.copy()
    up[j] *= np.exp(eps)
    down[j] *= np.exp(-eps)
    high = np.array(recover(*up, d, lx, ly)[:2])
    low = np.array(recover(*down, d, lx, ly)[:2])
    numeric[:, j] = np.log(high / low) / (2 * eps)
assert np.max(abs(numeric - sens)) < 1e-6
noise = np.sqrt(np.sum(sens**2, axis=1))

# ---- long-sample limit -------------------------------------------------
assert abs((3 - 4 * np.log(2) / np.pi) / series_reading(3.0) - 1) < 2e-3
assert abs(16 / np.pi * np.exp(-3 * np.pi) / series_reading(1 / 3) - 1) < 2e-3

# ---- principal axes rotated against the edges --------------------------
def rotated_result(degrees):
    t = np.radians(degrees)
    turn = np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
    r = extrapolated(turn @ rho @ turn.T, d, lx, ly, 2 * step)[0]
    return r, np.array(recover(r[0], r[1], d, lx, ly)[:3])


r_plus, tilt5 = rotated_result(5)
r_minus, _ = rotated_result(-5)
_, tilt10 = rotated_result(10)
assert np.max(abs(r_plus / r_minus - 1)) < 1e-8
assert abs(tilt5[2] / rs_true - 1) < 2e-4
assert abs(tilt10[2] / rs_true - 1) < 2e-4
tilt_bias = tilt5[:2] / np.array([rho_x, rho_y]) - 1
tilt_growth = np.log(tilt10[0] / rho_x) / np.log(tilt5[0] / rho_x)
assert 3.4 < tilt_growth < 4.5

# ---- metal patches at the corners --------------------------------------
contact = 0.2e-3
patch = laplace_readings(rho, d, lx, ly, step / 2, contact)
large = laplace_readings(rho, d, lx, ly, step / 2, 2 * contact)
shift = patch[:2] / fine - 1
shift_large = large[:2] / fine - 1
assert np.all(abs(shift) < 0.5 * abs(shift_large))
point_result = np.array(recover(*fine, d, lx, ly)[:2])
patch_bias = np.array(recover(*patch[:2], d, lx, ly)[:2]) / point_result - 1

# ---- other neglected effects -------------------------------------------
barrier, eps_r = 1.0, 10.0
depletion = np.sqrt(2 * eps_r * epsilon_0 * barrier / (q_e * density))
drop = quad(lambda z: q_e * density * z / (eps_r * epsilon_0), 0, depletion)[0]
assert abs(drop - barrier) < 1e-9
thickness_factor = d / (d - depletion)
temperature, exponent = 300.0, 1.5
drift = ((temperature + 1) / temperature)**exponent
drift_bias = np.array(recover(r1, r2 * drift, d, lx, ly)[:2]) / [fx, fy] - 1
hot_factor = (450 / temperature)**exponent
current = 10e-6
power = current**2 * patch[2]
conductivity_heat = 20.0
heating = power / (conductivity_heat * contact)
contact_field = current * rs / (2 * contact)
swapped = recover(r2, r1, d, lx, ly)


def show(name, value, unit="", form=".5g"):
    print(f"{name}: {value:{form}} {unit}".rstrip())


show("side Lx", lx * 1e3, "mm")
show("side Ly", ly * 1e3, "mm")
show("thickness d", d * 1e9, "nm")
show("electron density", density * 1e-6, "cm^-3")
show("mobility x (across steps)", mu_x * 1e4, "cm2/Vs")
show("mobility y (along steps)", mu_y * 1e4, "cm2/Vs")
show("input rho_x", rho_x * 100, "ohm cm", ".6f")
show("input rho_y", rho_y * 100, "ohm cm", ".6f")
show("Laplace reading R1", r1, "ohm", ".3f")
show("Laplace reading R2", r2, "ohm", ".4f")
show("R1/R2", r1 / r2, "", ".4f")
show("finer grid step", step * 1e3 / 2, "mm")
show("R1 error ratio on halving step", error_ratio[0], "", ".3f")
show("R2 error ratio on halving step", error_ratio[1], "", ".3f")
show("root bracket half-width", bound, "", ".5f")
show("root u", u, "", ".6f")
show("root iterations", iterations, "", "d")
show("elliptic parameter m", m, "", ".6f")
show("scaled aspect a", a, "", ".6f")
show("sheet resistance Rs", rs, "ohm/square", ".2f")
show("recovered rho_x", fx * 100, "ohm cm", ".6f")
show("recovered rho_y", fy * 100, "ohm cm", ".6f")
show("recovered rho_x in SI", fx, "ohm m", ".4e")
show("recovered rho_y in SI", fy, "ohm m", ".4e")
show("recovered rho_x/rho_y", fx / fy, "", ".5f")
show("relative error rho_x", fx / rho_x - 1, "", ".1e")
show("relative error rho_y", fy / rho_y - 1, "", ".1e")
show("dln rho_x/dln R1", sens[0, 0], "", ".4f")
show("dln rho_x/dln R2", sens[0, 1], "", ".4f")
show("dln rho_y/dln R1", sens[1, 0], "", ".4f")
show("dln rho_y/dln R2", sens[1, 1], "", ".4f")
show("rho_x error, independent 1% readings", noise[0], "%", ".2f")
show("rho_y error, independent 1% readings", noise[1], "%", ".2f")
show("R2 if a=4 at same Rs", rs * series_reading(0.25), "ohm", ".3g")
show("5 deg tilt: rho_x bias", 100 * tilt_bias[0], "%", ".3f")
show("5 deg tilt: rho_y bias", 100 * tilt_bias[1], "%", ".3f")
show("rho_x log-bias ratio, 10 deg/5 deg", tilt_growth, "", ".2f")
show("0.2 mm contacts: R1 shift", 100 * shift[0], "%", ".2f")
show("0.2 mm contacts: R2 shift", 100 * shift[1], "%", ".2f")
show("R2 shift ratio, 0.4 mm/0.2 mm", shift_large[1] / shift[1], "", ".2f")
show("0.2 mm contacts: rho_x bias", 100 * patch_bias[0], "%", ".2f")
show("0.2 mm contacts: rho_y bias", 100 * patch_bias[1], "%", ".2f")
show("depletion width (1 V, eps_r 10)", depletion * 1e9, "nm", ".1f")
show("overestimate factor from depletion", thickness_factor, "", ".3f")
show("1 K drift before R2: rho_x bias", 100 * drift_bias[0], "%", ".3f")
show("1 K drift before R2: rho_y bias", 100 * drift_bias[1], "%", ".3f")
show("resistivity factor 450 K/300 K", hot_factor, "", ".2f")
show("test current", current * 1e6, "uA")
show("voltage in R2 reading", current * r2 * 1e3, "mV", ".3f")
show("Joule power", power * 1e6, "uW", ".2f")
show("assumed substrate heat conductivity", conductivity_heat, "W/(m K)")
show("heating scale at contact", heating * 1e3, "mK", ".2f")
show("mean field at contact edge", contact_field / 100, "V/cm", ".2f")
show("readings swapped: rho_x", swapped[0] * 100, "ohm cm", ".5f")
show("readings swapped: rho_y", swapped[1] * 100, "ohm cm", ".5f")
print("every check passed")
```

Output:

```
side Lx: 5 mm
side Ly: 4 mm
thickness d: 200 nm
electron density: 5e+17 cm^-3
mobility x (across steps): 60 cm2/Vs
mobility y (along steps): 100 cm2/Vs
input rho_x: 0.208050 ohm cm
input rho_y: 0.124830 ohm cm
Laplace reading R1: 6019.570 ohm
Laplace reading R2: 257.9016 ohm
R1/R2: 23.3406
finer grid step: 0.025 mm
R1 error ratio on halving step: 4.000
R2 error ratio on halving step: 4.000
root bracket half-width: 4.15019
root u: 2.246385
root iterations: 10
elliptic parameter m: 0.904338
scaled aspect a: 1.613743
sheet resistance Rs: 8057.75 ohm/square
recovered rho_x: 0.208050 ohm cm
recovered rho_y: 0.124830 ohm cm
recovered rho_x in SI: 2.0805e-03 ohm m
recovered rho_y in SI: 1.2483e-03 ohm m
recovered rho_x/rho_y: 1.66667
relative error rho_x: -1.6e-09
relative error rho_y: -4.3e-09
dln rho_x/dln R1: 0.8521
dln rho_x/dln R2: 0.1479
dln rho_y/dln R1: 0.5714
dln rho_y/dln R2: 0.4286
rho_x error, independent 1% readings: 0.86 %
rho_y error, independent 1% readings: 0.71 %
R2 if a=4 at same Rs: 0.143 ohm
5 deg tilt: rho_x bias: -0.371 %
5 deg tilt: rho_y bias: 0.372 %
rho_x log-bias ratio, 10 deg/5 deg: 3.97
0.2 mm contacts: R1 shift: -0.43 %
0.2 mm contacts: R2 shift: 1.02 %
R2 shift ratio, 0.4 mm/0.2 mm: 3.62
0.2 mm contacts: rho_x bias: -0.22 %
0.2 mm contacts: rho_y bias: 0.19 %
depletion width (1 V, eps_r 10): 47.0 nm
overestimate factor from depletion: 1.307
1 K drift before R2: rho_x bias: 0.074 %
1 K drift before R2: rho_y bias: 0.214 %
resistivity factor 450 K/300 K: 1.84
test current: 10 uA
voltage in R2 reading: 2.579 mV
Joule power: 2.87 uW
assumed substrate heat conductivity: 20 W/(m K)
heating scale at contact: 0.72 mK
mean field at contact edge: 2.01 V/cm
readings swapped: rho_x: 0.07989 ohm cm
readings swapped: rho_y: 0.32508 ohm cm
every check passed
```
